# Self-Bias of a Capacitively Coupled Plasma for Any Periodic Drive, part 2

A radio-frequency plasma lies between a grounded electrode and one powered through a blocking capacitor. The powered electrode has the potential \(\eta+V(t)\) relative to ground: \(\eta\) is the dc self-bias, and \(V\) has zero mean and extremes \(V_{\max}\), \(V_{\min}\). The problem is to find \(\eta\). The potential drops from the plasma to the powered and grounded electrodes are \(u_p\) and \(u_g\), with \(r=\max u_g/\max u_p\). Without bulk voltage,

\[
\eta+V(t)=u_g(t)-u_p(t). \tag{5}
\]

The sheath charges \(Q_p\), \(Q_g\) have the sum \(S\). With electron and ion currents \(I_e\), \(I_i\) to the electrodes,

\[
\frac{dS}{dt}=I_{e,p}+I_{e,g}-I_{i,p}-I_{i,g}. \tag{7}
\]

For sheath-edge density \(n\), electron mass \(m\), ion mass \(M\) and \(T_e\) in volts, the fluxes are

\[
\Gamma_e=n\sqrt{\frac{eT_e}{2\pi m}}\;e^{-u/T_e}, \tag{10}
\]

\[
\Gamma_i=n\sqrt{\frac{eT_e}{M}}. \tag{11}
\]

They balance at the floating voltage \(u_f\). The capacitor blocks direct current, so at each electrode

\[
\left\langle e^{(u_f-u)/T_e}\right\rangle=1. \tag{13}
\]

Neglecting the collapsed sheath voltages gives

\[
\eta+V_{\min}=-\max u_p, \tag{16}
\]

\[
\boxed{\;\eta=-\frac{V_{\max}+rV_{\min}}{1+r}\;} \tag{17}
\]

\[
\max u_p=\frac{V_{\max}-V_{\min}}{1+r}. \tag{19}
\]

The corrections are

\[
\delta_p=\max u_g-(\eta+V_{\max}),\qquad
\delta_g=\max u_p+(\eta+V_{\min}), \tag{21}
\]

\[
\eta=-\frac{V_{\max}+rV_{\min}}{1+r}+\frac{r\delta_g-\delta_p}{1+r}. \tag{22}
\]

If the sheath maxima coincide with the drive extremes,

\[
\delta_p=u_p-\phi_b\ \text{ at }V_{\max},\qquad
\delta_g=u_g+\phi_b\ \text{ at }V_{\min}, \tag{23}
\]

where \(\phi_b\) is the potential at the powered end of the bulk minus that at the grounded end.

A sheath of width \(s\), area \(A\) and uniform ion density \(n\) has

\[
u=\frac{ens^2}{2\varepsilon_0},\qquad Q=ensA, \tag{24}
\]

\[
u=\frac{Q^2}{2en\varepsilon_0A^2}. \tag{25}
\]

With vanishing minimum charges and constant \(S\), the ideal ratio is

\[
r_0=\frac{n_p}{n_g}\left(\frac{A_p}{A_g}\right)^2. \tag{26}
\]

If ions thin out while accelerating from rest, the limiting law for equal ion current densities is \(r_0=(A_p/A_g)^4\).

For equal densities, let \(\alpha=A_g/A_p\) and measure charge in units of \(A_p\sqrt{2en\varepsilon_0}\), with voltages in volts. Then \(Q_p=\sqrt{u_p}\), \(Q_g=\alpha\sqrt{u_g}\), and for constant \(S\)

\[
\max Q_g=\max Q_p+\min Q_g-\min Q_p. \tag{27}
\]

### A chlorine etching reactor

Consider Cl\(^+\) ions in a reactor with \(\alpha=1.5\), driven by

\[
V(t)=V_1[\cos(\omega t+\theta)+\cos2\omega t],\qquad V_1=150\ \text{V}, \tag{28}
\]

at 13.56 and 27.12 MHz. The ion density is taken as uniform and equal in both sheaths, \(10^{10}\ \text{cm}^{-3}\), and \(T_e=3\) V, that is, 3 eV. The ratios, biases and ion energies below belong to this uniform-density model. They serve to test (17), not to predict the values in a real reactor.

For \(\theta=0\) set \(x=\cos\omega t\), so that \(V/V_1=2x^2+x-1\). The maximum on \(-1\le x\le1\) is 2, at \(x=1\). The minimum is \(-1.125\), at \(x=-1/4\). Thus \(V_{\max}=300\) V and \(V_{\min}=-168.7\) V. For \(\theta=90^\circ\) set \(y=\sin\omega t\), so that \(V/V_1=1-y-2y^2\), whose extremes are \(1.125\) and \(-2\). The two extremes exchange magnitudes.

The bias was found numerically without use of (17). The charge balance (7) was followed in time with the sheath law (25), steady ion currents from (11) and electron currents from (10). The value of \(\eta\) was adjusted until the mean current vanished at both electrodes. Halving the number of time steps changed the bias at \(\theta=0\) by 0.2 V. The stepping is of first order, so the voltages quoted below carry an error of up to about 0.2 V and \(r\) one of about 0.001.

For \(\theta=0\) the sheath maxima were 178.7 V (grounded) and 305.9 V (powered), so \(r=0.584\). Equation (17) gives

\[
\eta=-\frac{300-0.584\times168.7}{1.584}\ \text{V}\simeq-127\ \text{V}, \tag{29}
\]

and the numerical bias was also \(-127\) V. The close agreement owes much to cancellation. From (21), \(\delta_p=178.7+127.4-300=6.1\) V and \(\delta_g=305.9-127.4-168.7=9.8\) V. The correction in (22) is \((0.584\times9.8-6.1)/1.584\simeq-0.2\) V, far smaller than either residual voltage.

For \(\theta=90^\circ\) the cancellation is weaker. Here \(r=0.466\), and (17) gives \(-20\) V against a numerical \(-24\) V. The difference is 18% of the numerical bias but less than 1% of the peak-to-peak drive. It follows from \(\delta_p=154.5+24.2-168.7=10.0\) V and \(\delta_g=331.9-24.2-300=7.7\) V.

The value \(\delta_p=10.0\) V exceeds the smallest powered sheath voltage, 6.2 V. By (5), at the moment when \(u_g\) is largest, \(u_p=\max u_g-\eta-V\), which is at least \(\delta_p\) because \(V\le V_{\max}\). The powered sheath is therefore not at its lowest voltage at that moment. With constant \(S\) the largest \(u_g\) and the smallest \(u_p\) would coincide, so their separation is an effect of the change of \(S\) within the period. That change is not negligible here: the ion charge delivered per period is about 23% of \(S\), and \(S\) varies by about 12% of its mean, against 8% at \(\theta=0\).

### Other drives and other sheaths

The same comparison was made for a single tone, a four-harmonic sawtooth and a four-harmonic pulse train, all with the same peak-to-peak voltage. It was repeated for equal areas, for a sheath law \(Q\propto u^{0.6}\), for a halved electron supply and for lower electron temperatures. In all these cases the numerical bias agreed with (17) within the floating voltage of the case. The largest difference among all capacitively coupled cases was 4.3 V, for the two-tone drive at \(\theta=90^\circ\) above.

The single tone and the sawtooth have the same extremes, \(\pm234.4\) V, yet their biases are \(-75\) and \(-59\) V. Their ratios \(r\) are 0.522 and 0.600. This shows in numbers that the extremes of the drive do not determine \(\eta\) until \(r\) is known.

With equal areas and \(\theta=0\), \(r\) was 1.12 rather than 1, and the bias was \(-51\) V. Equal areas and densities give \(r=1\) in the ideal limit (26), but an asymmetric waveform can itself make the sheath maxima unequal. The direction found here belongs to the uniform-density model, where \(r\) can depart from 1 only through the residual charges and the change of \(S\), and the bias is weaker than the \(-66\) V of \(r=1\). In a sheath whose ions thin out as they accelerate, the sheath with the larger mean voltage, here the powered one, has the lower density. By (26) this pushes \(r\) below 1 and makes the bias more negative than \(-66\) V.

When the electrode was connected directly, with \(\eta=0\) imposed, the grounded sheath never fell below 52 V. Equation (17) would then give \(-36\) V, which is wrong, as expected from the loss of condition (13).

### How good is the ideal ratio?

Equation (26) gives \(r_0=1/1.5^2=0.444\), and with it (17) predicts \(-156\) V at \(\theta=0\). The numerical bias is 28 V less negative. The fault lies in \(r_0\), and (27) shows where it arises. The minimum voltages were 5.2 V (powered) and 8.2 V (grounded), so in the reduced units

\[
\max Q_p=\sqrt{305.9}=17.5,\quad
\min Q_g=1.5\sqrt{8.2}=4.3,\quad
\min Q_p=\sqrt{5.2}=2.3.
\]

Constant \(S\) would give \(\max Q_g=19.5\), a grounded maximum of \((19.5/1.5)^2=169\) V, and \(r=0.55\). Residual charge thus accounts for most of the rise from 0.444 to 0.584. The rest reflects the change of \(S\) within the period: the actual \(\max Q_g=1.5\sqrt{178.7}=20.1\) is 3% larger.

Both effects should weaken in cold plasmas. The residual voltages scale roughly with \(T_e\), so the residual charges scale roughly as \(\sqrt{T_e}\). The ion charge per period does the same through the Bohm speed. With \(T_e\) reduced by factors of 3 and 9, the density being held fixed, \(r\) fell to 0.522 and 0.488. Its excess over 0.444 shrank by about 1.8 at each step, close to \(\sqrt3\).

For \(\theta=90^\circ\) the ideal ratio gives \(-24.5\) V, nearer to the numerical \(-24.2\) V than (17) with the actual \(r\). This is a coincidence of two errors. Using \(r_0\) instead of \(r\) lowers the predicted bias by 4.7 V, and neglecting the residual voltages raises it by 4.3 V.

### Bulk voltage

Electrons carry the bulk current. Let \(j\) be the current density towards the powered electrode, \(n_b\) the bulk electron density, \(d\) the bulk length and \(\nu\) the electron collision frequency. With \(j=-en_bv\), the equation of motion \(m\,dv/dt=-eE-m\nu v\) becomes, after multiplication by \(-en_b/m\),

\[
\frac{dj}{dt}=\frac{e^2n_b}{m}E-\nu j.
\]

Solving for \(E\), and using \(\phi_b=-Ed\) because potential falls along the field,

\[
\phi_b=-\frac{md}{e^2n_b}\left(\frac{dj}{dt}+\nu j\right). \tag{30}
\]

At an extreme of the drive the sheath charge is stationary and \(j\) is small, so the inertial term dominates. At \(V_{\max}\) the powered sheath charge passes through a minimum, \(dj/dt>0\), and \(\phi_b\) is negative. At \(V_{\min}\) the sign is reversed.

The bulk is denser than the sheath edge. To reach the Bohm speed the ions must fall through a potential \(T_e/2\), and over this drop the density of Maxwellian electrons decreases by the factor \(e^{-1/2}\simeq0.6\). For \(d=5\) cm, \(n_b=n/0.6\) and a rough collision rate at 10 mTorr, the numerical current at \(\theta=0\) gives \(-4.7\) V and \(+1.9\) V at the two extremes. By (22) and (23) the bias shifts, at fixed \(r\), by

\[
\frac{-4.7+0.584\times1.9}{1.584}\ \text{V}\simeq-2.3\ \text{V}. \tag{31}
\]

This is 2% of the bias. It is a rough first-order estimate. The current was computed without bulk voltage, and in a gap of several ion free paths the bulk is denser than \(n/0.6\), which makes \(\phi_b\) smaller.

### Ion energy and angle at the wafer

The mean of (5) over a period is \(\eta=\langle u_g\rangle-\langle u_p\rangle\). A negative bias therefore means a larger mean voltage at the powered electrode, where the wafer lies. An ion that crosses the sheath without collision over many periods gains an energy close to \(e\langle u_p\rangle\).

In the uniform-density model, changing \(\theta\) from \(0\) to \(90^\circ\) lowered \(\langle u_p\rangle\) from 178 to 104 V, with density and temperature held fixed. The mean ion energy falls correspondingly from about 180 to 100 eV. The maximum of \(u_p\) rose meanwhile from 306 to 332 V. By (16) it is close to \(-(\eta+V_{\min})\), and \(V_{\min}\) fell by 131 V while \(\eta\) rose by only 103 V. In terms of (19), the maximum rose because \(r\) was smaller at \(90^\circ\). In a discharge where \(r\) grew instead, it would fall. This is the case to expect when the ions thin out as they accelerate: at \(90^\circ\) the mean voltage is lower at the powered sheath and higher at the grounded one, so \(n_p/n_g\) in (26) rises. The rise of the maximum is a feature of the uniform-density model.

An ion with transverse energy \(\mathcal E_\perp\) arrives at an angle \(\vartheta\) to the normal, with \(\tan\vartheta=\sqrt{\mathcal E_\perp/(e\langle u_p\rangle)}\). For a rough \(\mathcal E_\perp=0.1\) eV the angle grows from \(1.4^\circ\) to \(1.8^\circ\).

These energies are estimates of the mean. By (24) the sheath at its mean voltage is 1.4 mm wide, against a rough ion mean free path of 8 mm, so most ions cross without collision. The transit time can be estimated by letting the ion speed grow with distance \(x\) as \(v(x/s)^{2/3}\), as in a steady sheath filled by an ion current starting from rest, where \(v\) is the final speed and \(s\) the width. Integrating \(dx\) over this speed gives \(3s/v\), which is 1.8 periods for the width of 1.4 mm. A steady sheath with this speed profile would itself be wider, about 2.2 mm at the same voltage, and the time would be 2.9 periods. With either width the ions cross in only a few periods. They feel part of the oscillation, and their energies must spread around the mean.

### The model beside a real reactor

The chosen pressure, density and electron temperature are rough typical values for low-pressure etching. The area ratio is modest: where the chamber walls are also grounded, it can be considerably larger. Real chlorine plasmas also contain molecular and negative ions. Halving the electron supply, a crude stand-in for the latter, moved the bias by only 0.4 V, but it leaves out their effect on the sheath profile and the ion speed. The result is also sensitive to the assumption of equal density at the two sheaths. By (26), a density 20% higher at the powered sheath raises \(r_0\) from 0.444 to 0.533, and the ideal bias at \(\theta=0\) moves from \(-156\) to \(-137\) V. The thinning of the ions as they accelerate within each sheath can matter more. With the fourth-power area law given after (26), \(r_0\) would be 0.20 and the ideal bias \(-223\) V. Density and temperature may also respond to the phase, which was excluded here. For such a reactor (17) is best used with a measured or separately computed \(r\). The remaining values for each case are in the numerical output.

## Computed values

```
tones: 13.56, 27.12 MHz; 150 V each
ion density 1.0e+10 cm^-3; Te 3.0 eV
area ratio grounded/powered 1.50; gap 5.0 cm
pressure 10 mTorr; gas 400 K
ion cross-section 5.0e-15 cm^2 (rough)
electron collision rate 1.0e-07 cm^3/s (rough)
transverse ion energy 0.10 eV (rough)
case: Vmax, Vmin (V); r; eta marched, eta formula (V)
two-tone 0deg: 300.0, -168.7; 0.584; -127.4, -127.1
two-tone 90deg: 168.7, -300.0; 0.466; -24.2, -19.8
single tone: 234.4, -234.4; 0.522; -75.4, -73.5
sawtooth: 234.4, -234.4; 0.600; -59.1, -58.5
pulses: 375.0, -93.8; 0.645; -189.1, -191.1
charge law q=0.6: 300.0, -168.7; 0.596; -124.8, -124.9
equal areas: 300.0, -168.7; 1.119; -50.6, -52.4
half electrons: 300.0, -168.7; 0.579; -127.7, -128.1
Te/3: 300.0, -168.7; 0.522; -139.3, -139.2
Te/9: 300.0, -168.7; 0.488; -146.2, -146.2
dc-connected: 300.0, -168.7; 1.293; 0.0, -35.7
two-tone phase: 0 deg, 90 deg
max u_p: 305.9, 331.9 V
max u_g: 178.7, 154.5 V
min u_p: 5.2, 6.2 V
min u_g: 8.2, 6.5 V
mean u_p: 177.8, 103.6 V
thermal ion angle: 1.36, 1.78 deg
eta with ideal r: -155.8, -24.5 V
ideal r, areas 1.5 to 1: 0.444
ideal r for charge law q=0.6: 0.509
r at Te, Te/3, Te/9: 0.584, 0.522, 0.488
floating voltage at Te, Te/3, Te/9: 13.86, 4.62, 1.54 V
eta minus formula at Te, Te/3, Te/9: -0.24, -0.09, -0.02 V
largest |eta - formula|, coupled cases: 4.34 V
dc-connected: min u_g 51.6 V
bulk voltage at Vmax, Vmin: -4.72, 1.89 V
bulk shift of eta at fixed r: -2.28 V
bias shift with half the electrons: -0.37 V
mean-voltage sheath width: 1.40 mm
ion mean free path: 8.28 mm
ion transit time / rf period: 1.83
bias change on halving the time grid: 0.22 V
```
